# Spin-Orbit Splitting and Quartet Masses at the SrTiO3 Conduction Edge

## What symmetry fixes

The lowest conduction states of cubic SrTiO$_3$ at $\Gamma$ come from the Ti orbitals $yz$, $zx$, $xy$. With spin they are six states, all even under inversion. Suppose that spin-orbit coupling separates from them a fourfold level that transforms under rotations like angular momentum $3/2$, apart from a common sign. Its dispersion for $\mathbf k$ along the cube axis $z$ is then nearly settled.

Inversion reverses $\mathbf k$ and leaves the parity of the four states unchanged, so their energy matrix is even in $k$ and starts at $k^2$. A quarter turn about $z$ leaves $\mathbf k$ alone. It multiplies the state with projection $j_z$ by $e^{-i\pi j_z/2}$, and these factors differ for $j_z=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$. States with different factors cannot be coupled, so the matrix is diagonal. Time reversal combined with inversion also preserves $\mathbf k$, but exchanges $j_z$ and $-j_z$, which makes the entries equal in pairs. Hence

$$E_{|j_z|}(k)=E_0+\frac{\hbar^2k^2}{2m_{|j_z|}}+O(k^4),\qquad |j_z|=\tfrac32,\ \tfrac12 .$$

There are two masses, each belonging to a Kramers pair. Symmetry does not give their values, nor does it say whether the quartet lies below or above the remaining doublet. With $m_1$ and $m_2$ the light and heavy orbital masses without spin-orbit coupling, the answers are: the quartet is lower, and

$$m_{3/2}=m_1,\qquad m_{1/2}=\frac{3m_1m_2}{m_2+2m_1}.$$

Both derivations below start from the same two ingredients, the orbital bands and the projected spin-orbit operator.

## The two ingredients

**Orbital bands.** Let $m_0$ be the free-electron mass and $E_c$ the edge energy without spin-orbit coupling. For $\mathbf k$ along $z$ the periodic parts of the Bloch functions feel the extra terms $\hbar k p_z/m_0+\hbar^2k^2/2m_0$. The first is odd under inversion and has no matrix element between two even orbitals. To second order, with $n$ running over all other states at $\Gamma$,

$$K_{ab}=\frac{\hbar^2k^2}{2m_0}\delta_{ab}+\frac{\hbar^2k^2}{m_0^2}\sum_n\frac{\langle a|p_z|n\rangle\langle n|p_z|b\rangle}{E_c-E_n}.$$

The reflections $x\to-x$ and $y\to-y$ leave this matrix unchanged. Under them $yz$ has signs $(+,-)$, $zx$ has $(-,+)$ and $xy$ has $(-,-)$. The three pairs differ, so $K$ is diagonal. The quarter turn about $z$ exchanges $yz$ and $zx$ up to signs, so their entries agree:

$$K_{yz}=K_{zx}=E_l=\frac{\hbar^2k^2}{2m_1},\qquad K_{xy}=E_h=\frac{\hbar^2k^2}{2m_2}.$$

A hopping picture shows why $m_1<m_2$. The orbital $yz$ overlaps the $p_y$ orbital of the oxygen atoms above and below with amplitudes $\pm t$. At wave number $k$ these combine to a coupling of size $2t\sin(ka/2)$, where $a$ is the lattice constant. The oxygen level lies $G$ below and pushes the band up by $4t^2\sin^2(ka/2)/G\approx t^2a^2k^2/G$, so that $m_1=\hbar^2G/(2t^2a^2)$. The orbital $xy$ is odd in both $x$ and $y$, and no $p$ orbital on the $z$ axis shares that symmetry. This path is closed to it, and weaker processes leave it heavy.

**Spin-orbit coupling.** Near the Ti nucleus $H_{so}=\xi\,\mathbf L\cdot\mathbf S$, with angular momenta in units of $\hbar$ and $\xi>0$ for an electron in an attractive potential. With $L_z=-i(x\partial_y-y\partial_x)$,

$$L_z\,yz=-i\,zx,\qquad L_z\,zx=+i\,yz,\qquad L_z\,xy=-i(x^2-y^2).$$

The last function belongs to the $e_g$ orbitals, a large energy $D$ higher, and is dropped for now. Compare the vector functions, for which $L_z\,x=+i\,y$, $L_z\,y=-i\,x$ and $L_z\,z=0$. Under the correspondence $X=yz\leftrightarrow x$, $Y=zx\leftrightarrow y$, $Z=xy\leftrightarrow z$ the signs are opposite. Cyclic permutation gives the same for the other components. If $P$ projects on the three orbitals and $\mathbf l$ is the angular momentum of length one acting on $X,Y,Z$ as on $x,y,z$, then

$$P\mathbf LP=-\mathbf l,\qquad PH_{so}P=-\xi\,\mathbf l\cdot\mathbf s .$$

This minus sign decides the order of the levels. From here on $\mathbf j=\mathbf l+\mathbf s$, which is not the true total angular momentum $\mathbf L+\mathbf S$.

## First derivation: solve the bands at finite k

Take the orbital states with definite $l_z$,

$$|\pm1\rangle=\mp\frac{X\pm iY}{\sqrt2},\qquad |0\rangle=Z,$$

and write

$$-\xi\,\mathbf l\cdot\mathbf s=-\xi\left[l_zs_z+\tfrac12(l_+s_-+l_-s_+)\right].$$

For $\mathbf k$ along $z$ the orbital energy is $E_l$ for $l_z=\pm1$ and $E_h$ for $l_z=0$. It therefore commutes with $j_z$, and so does the spin-orbit term. States of different $j_z$ separate.

One state has $j_z=\tfrac32$, namely $|1,\uparrow\rangle$. Here $l_zs_z=\tfrac12$ and the ladder terms vanish, so

$$E_{3/2}(k)=E_l-\frac{\xi}{2}.$$

Its mass is $m_1$. The state contains $yz$ and $zx$ in equal parts and no $xy$, at any $k$ for which the three-orbital model holds.

Two states have $j_z=\tfrac12$: $|0,\uparrow\rangle$ and $|1,\downarrow\rangle$. The first has $l_zs_z=0$ and the second $l_zs_z=-\tfrac12$, which the prefactor $-\xi$ turns into $+\xi/2$. Since $l_+|0\rangle=\sqrt2\,|1\rangle$ and $s_-|\uparrow\rangle=|\downarrow\rangle$, the coupling is $-\tfrac12\xi\sqrt2=-\xi/\sqrt2$. The matrix is

$$\begin{pmatrix}E_h&-\xi/\sqrt2\\-\xi/\sqrt2&E_l+\xi/2\end{pmatrix}.$$

At $k=0$ its characteristic equation is

$$E\left(E-\frac{\xi}{2}\right)-\frac{\xi^2}{2}=(E-\xi)\left(E+\frac{\xi}{2}\right)=0 .$$

The states with negative $j_z$ repeat these energies by time reversal. In total $-\xi/2$ occurs four times and $+\xi$ twice: a lower quartet and an upper doublet, separated by

$$\Delta=\frac{3\xi}{2}.$$

The mean energy of the six states, $[4(-\xi/2)+2\xi]/6$, is zero, as it must be because $\mathbf l\cdot\mathbf s$ has no trace.

At finite $k$ put $u=E_l-E_h$. Half the trace of the matrix is $(E_h+E_l+\xi/2)/2$ and the difference of its diagonal entries is $u+\xi/2$. Therefore

$$E_\pm=\frac{E_h+E_l+\xi/2}{2}\pm\frac f2,\qquad f=\sqrt{\left(u+\frac{\xi}{2}\right)^2+2\xi^2}.$$

For the edge mass expand $f$ in $u/\xi$:

$$f=\frac{3\xi}{2}\sqrt{1+\frac{4u}{9\xi}+\frac{4u^2}{9\xi^2}}.$$

With $\sqrt{1+\epsilon}\approx1+\epsilon/2-\epsilon^2/8$, the linear term of the root is $2u/9\xi$. The quadratic term is $(2/9-2/81)u^2/\xi^2=16u^2/81\xi^2$. Thus

$$f=\frac{3\xi}{2}+\frac u3+\frac{8u^2}{27\xi}+\dots$$

Insert this in $E_-$. The constants give $\xi/4-3\xi/4=-\xi/2$. The linear terms give $(E_h+E_l)/2-(E_l-E_h)/6=\tfrac23E_h+\tfrac13E_l$. The quadratic term is $-4u^2/27\xi=-2u^2/9\Delta$. So

$$E_-=-\frac{\xi}{2}+\frac23E_h+\frac13E_l-\frac{2u^2}{9\Delta}+\dots$$

and the second quartet mass obeys

$$\frac1{m_{1/2}}=\frac{2}{3m_2}+\frac1{3m_1}=\frac{2m_1+m_2}{3m_1m_2}.$$

The same expansion of $E_+$ gives the doublet the inverse mass $2/(3m_1)+1/(3m_2)$.

Two limits help to read the formula. If $m_1=m_2$, both quartet masses equal $m_1$: spin-orbit coupling alone does not change a mass common to all orbitals. If $m_2\to\infty$, $m_{1/2}\to3m_1$. The slower pair stays mobile even when $xy$ cannot move along $z$, because one third of its weight sits in the light orbitals.

**The opposite limit.** For $u\gg\xi$ the root becomes $f\approx u+\xi/2+\xi^2/u$, and

$$E_-\approx E_h-\frac{\xi^2}{2u}.$$

The lower band returns to the heavy orbital mass. The limits $k\to0$ and $\xi\to0$ therefore cannot be exchanged: at fixed $k$, removing $\xi$ gives $m_2$ and not $m_{1/2}$.

A mass that follows this change is $m_v=\hbar k/v$, momentum over velocity. Write $E_-=E_h+g(u)$ with $g=\tfrac12(u+\xi/2-f)$. Since $df/du=(u+\xi/2)/f$ and $u\propto k^2$,

$$\frac1{m_v}=\frac1{m_2}+\left(\frac1{m_1}-\frac1{m_2}\right)\frac12\left(1-\frac{u+\xi/2}{f}\right).$$

The last factor, including the $\tfrac12$, falls from $\tfrac13$ at $u=0$ towards zero, so $m_v$ rises from $m_{1/2}$ to $m_2$.

## Second derivation: count orbital weight

The masses also follow without solving a matrix. From $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$, with $\mathbf l^2=2$ and $\mathbf s^2=\tfrac34$,

$$-\xi\,\mathbf l\cdot\mathbf s=-\frac{\xi}{2}\left[j(j+1)-\frac{11}{4}\right].$$

For $j=\tfrac32$ the bracket is $1$ and the energy $-\xi/2$. For $j=\tfrac12$ it is $-2$ and the energy $+\xi$. A true $p$ shell, with $+\xi\,\mathbf l\cdot\mathbf s$, has the reverse order.

The operator $\mathbf l\cdot\mathbf s$ is thus $\tfrac12$ in the quartet and $-1$ in the doublet. The combination

$$Q=\frac23\left(1+\mathbf l\cdot\mathbf s\right)$$

is one in the quartet and zero in the doublet, so it projects on the quartet.

Let $P_Z$ project on the $xy$ orbital with either spin. The orbital energy along $z$ is

$$K=E_l-u\,P_Z .$$

For $u\ll\Delta$ the first-order energies are those of $K$ within the quartet. By the opening argument $K$ is diagonal there in $j_z$, so all that is needed is the $xy$ weight of each state. The total weight is

$$\mathrm{Tr}(QP_Z)=\sum_{\sigma}\langle Z\sigma|Q|Z\sigma\rangle=2\cdot\frac23=\frac43,$$

because $\langle Z|\mathbf l|Z\rangle=0$ removes the spin-orbit part of $Q$. The states $j_z=\pm\tfrac32$ need $l_z=\pm1$ and have no $xy$ weight. Time reversal divides the $\tfrac43$ equally between $j_z=\pm\tfrac12$, which gives $\tfrac23$ each. The first-order energies are therefore

$$|j_z|=\tfrac32:\ E_l,\qquad |j_z|=\tfrac12:\ E_l-\tfrac23u=\tfrac23E_h+\tfrac13E_l,$$

measured from $-\xi/2$. These are the two masses found before. All six states together hold $xy$ weight $2$, so the doublet has $2-\tfrac43=\tfrac23$, or $\tfrac13$ per state.

The next order comes from coupling to the doublet. Both states with $j_z=\tfrac12$ contain $|0,\uparrow\rangle$, with amplitudes of size $\sqrt{2/3}$ and $\sqrt{1/3}$, so $-uP_Z$ connects them with strength $\sqrt2\,u/3$. Second-order perturbation theory lowers the quartet member by $(2u^2/9)/\Delta$, in agreement with the expansion of the root.

**Other directions.** Weight counting extends to other directions if direct coupling between different orbitals is neglected. Each orbital then has inverse mass $1/m_1$ along its two in-plane axes and $1/m_2$ along the third. For $\mathbf k$ along $[111]$ all three orbitals have inverse mass $(2/m_1+1/m_2)/3$, and both quartet pairs inherit it. Along $[110]$, $yz$ and $zx$ have $(1/m_1+1/m_2)/2$ while $xy$ has $1/m_1$. The weights with respect to $z$ then give

$$\frac12\left(\frac1{m_1}+\frac1{m_2}\right)\quad\text{and}\quad\frac13\cdot\frac12\left(\frac1{m_1}+\frac1{m_2}\right)+\frac{2}{3m_1}.$$

Symmetry allows a term in $k_xk_y$ between $yz$ and $zx$, and its cyclic partners. Such terms would alter these two values and make the two $[111]$ masses differ. They vanish on the cube axes.

## What each derivation assumes

Both use a rigid cubic lattice, the three-orbital space and an atomic spin-orbit operator that does not depend on $k$. The first treats $u/\xi$ without approximation and so describes the change from $m_{1/2}$ to $m_2$. The second assumes $u\ll\Delta$ and yields edge quantities, but it shows that the factors $\tfrac23$ and $\tfrac13$ come from angular momentum and not from the size of $\xi$. If $\xi$ were negative, the quartet would lie above the doublet with the same masses.

The opening argument assumes least: two quartet masses survive mixing with other orbitals, whereas their relation to $m_1$ and $m_2$ does not survive unchanged. How strongly the $e_g$ orbitals mix in can be judged from the shift they give the quartet at $k=0$. Acting on $(X+iY)\uparrow/\sqrt2$, the terms $L_xS_x$ and $L_yS_y$ produce normalized $e_g$ functions proportional to $y^2-z^2$ and $z^2-x^2$, each with a factor of size $2$ from $\mathbf L$. Their sum is $\sqrt{3/2}\,\xi$ times the normalized $3z^2-r^2$ orbital with spin down, up to a phase. The quartet falls by

$$\frac{3\xi^2}{2D},$$

equally for its four states by cubic symmetry. The $e_g$ orbitals with spin form one quartet, so the doublet has no partner there.

## Numbers in the regime of SrTiO3

Take the rough values $m_1=0.4\,m_0$, $m_2=6\,m_0$, $\xi=20$ meV and $a=0.39$ nm. The quartet lies at $-10$ meV and the doublet at $+20$ meV, so $\Delta=30$ meV. The masses are

$$m_{3/2}=0.40\,m_0,\qquad m_{1/2}=\frac{3(0.4)(6)}{6+0.8}\,m_0=1.06\,m_0 ,$$

and $0.58\,m_0$ for the doublet.

An independent calculation diagonalizes a lattice Hamiltonian with all five Ti $3d$ and nine O $2p$ orbitals, with spin, $D=2.0$ eV and $G=3.5$ eV. Its band curvatures at $\Gamma$ give $0.399$, $1.056$ and $0.584\,m_0$. The largest difference from the formulas, relative to the formula value, is $0.55\,\%$, for the doublet. Its origin is mainly the O $2p$ energy denominator: the doublet lies $\xi$ higher, which raises $G$ by $20/3500=0.57\,\%$ and the light mass in proportion. The $e_g$ shift of the quartet is $-0.30$ meV, as $3\xi^2/2D$ predicts. Along $[110]$ the lattice masses are $0.75$ and $0.47\,m_0$, and along $[111]$ both are $0.58\,m_0$, in line with weight counting.

At $k=0.3$ nm$^{-1}$, with $\hbar^2/2m_0=38.1$ meV nm$^2$, one finds $E_l=38.1(0.09)/0.4=8.57$ meV and $E_h=0.57$ meV, so $u=8.00$ meV. Then $f=\sqrt{18.0^2+800}=33.5$ meV and

$$E_-=\frac{0.57+8.57+10}{2}-\frac{33.5}{2}=-7.2\ \text{meV}.$$

The ratio $m_v$ is already $1.41\,m_0$ there. With parabolic orbital bands it reaches $3.3\,m_0$ at $0.7$ nm$^{-1}$ and $5.65\,m_0$ at $1.5$ nm$^{-1}$. Lattice dispersion raises the last value by about $5.5\,\%$, to $5.96\,m_0$, and at still larger $k$ it takes $m_v$ above $m_2$, because the heavy band flattens towards the zone boundary. The splitting equals $u$ at $0.58$ nm$^{-1}$. Near this crossover the velocity can fall as $k$ grows: at $0.7$ nm$^{-1}$ the curvature $d^2E_-/dk^2$ is $-4.9$ meV nm$^2$ for parabolic orbital bands and $-5.4$ meV nm$^2$ in the lattice model. A mass defined by curvature would be negative, although $m_v$ stays positive.

The range of $m_{1/2}$ is therefore narrow. Its parabola is $10\,\%$ too high, relative to its own rise, at a parabolic energy of $2.4$ meV. At $110$ K the thermal energy is $9.5$ meV. Where the parabola reaches that value, the true band has risen by $6.5$ meV.

## The model beside the real crystal

SrTiO$_3$ is cubic above roughly $110$ K. For these parameters, thermal electrons in the cubic phase already reach beyond the range of $m_{1/2}$, so that mass describes the band edge and not their average motion. Below the transition the assumption of equal orbital energies fails. A rough tetragonal field $\delta=3$ meV on $xy$ splits the quartet by $2\delta/3-2\delta^2/9\Delta=1.9$ meV, comparable with the parabolic range itself.

At $300$ K, with thermal energy $25.9$ meV, about $5\,\%$ of nondegenerate electrons occupy the upper Kramers pair, counted at each $k$ over the whole zone of the model. The effective density of states is $5.8\times10^{19}$ cm$^{-3}$. A density of $10^{18}$ cm$^{-3}$ is $1.7\,\%$ of it, so Boltzmann statistics are adequate there.

Even in the cubic phase the assumption of a rigid lattice matters for the edge masses, since an electron in a polar crystal carries a lattice distortion. For one phonon of energy $\hbar\omega$ and an isotropic parabolic band of mass $m$, measure energy in $\hbar\omega$ and wave number in $\sqrt{2m\omega/\hbar}$. The squared coupling is $4\pi\alpha/q^2$ per unit volume, with

$$\alpha=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)\sqrt{\frac{m}{m_0}\frac{R}{\hbar\omega}},$$

where $R$ is the Rydberg energy and $\varepsilon_\infty$, $\varepsilon_s$ are the high-frequency and static relative permittivities. The second-order shift at wave number $x$, with $c$ the cosine of the angle to $\mathbf q$, is

$$-\frac{\alpha}{\pi}\int_0^\infty\!dq\int_{-1}^{1}\!\frac{dc}{1+q^2-2xqc}
=-\alpha\left(1+\frac{x^2}{6}+\dots\right).$$

The $x^2$ term follows from expanding the fraction to second order in $c$ and using $\int_0^\infty q^2(1+q^2)^{-3}dq=\pi/16$. The band energy $x^2$ becomes $x^2(1-\alpha/6)$, and the mass grows by $1/(1-\alpha/6)$.

Rough values $\hbar\omega=100$ meV, $\varepsilon_\infty=5.2$ and $\varepsilon_s=300$ give $\alpha=1.4$ and $2.3$ for the two pairs, and mass factors $1.3$ and $1.6$. The masses would move to about $0.5$ and $1.7\,m_0$. This treats each pair as an isolated isotropic band, whereas a phonon of $100$ meV connects all six anisotropic bands. The same second-order sum over the six bands, with parabolic orbital bands, leaves the slower mass near $1.7\,m_0$ but raises the faster one to about $0.7\,m_0$. With the lattice dispersion and phonon wave numbers limited to the zone, the slower mass moves up to about $1.8\,m_0$, while the faster one stays near $0.7\,m_0$. Since $\alpha$ is not small either, all these figures indicate a size and are not predictions. The values $0.40$ and $1.06\,m_0$ are bare band masses. Further values for the model are in the numerical output below.

## Values computed for the example and the checks

```
light orbital mass m1 (rough input): 0.40 m0
heavy orbital mass m2 (rough input): 6.00 m0
spin-orbit constant xi (rough input): 20.0 meV
lattice constant (rough input): 0.39 nm
t2g - O 2p separation (rough input): 3.5 eV
e_g - t2g separation (rough input): 2.0 eV
hbar^2/2m0: 38.100 meV nm^2
quartet level: -10.0 meV
doublet level: 20.0 meV
splitting: 30.0 meV
quartet shift by e_g mixing: -0.298 meV
xy weight, slow quartet/fast quartet/doublet: 0.667 / 0.000 / 0.333
quartet mass m_a: 0.400 m0
quartet mass m_b: 1.059 m0
doublet mass: 0.581 m0
lattice model m_a: 0.3986 m0
lattice model m_b: 1.0562 m0
lattice model doublet mass: 0.5839 m0
largest lattice-formula mass difference: 0.55 %
k=0.1 /nm: E-, E(3/2), E+ = -9.65, -9.05, 20.66 meV
k=0.3 /nm: E-, E(3/2), E+ = -7.19, -1.43, 26.34 meV
k=0.7 /nm: E-, E(3/2), E+ = -0.39, 36.67, 60.18 meV
k=1.5 /nm: E-, E(3/2), E+ = 13.34, 204.31, 225.26 meV
k=0.1 /nm: lower-band momentum/velocity = 1.09 m0
k=0.3 /nm: lower-band momentum/velocity = 1.41 m0
k=0.7 /nm: lower-band momentum/velocity = 3.31 m0
k=1.5 /nm: lower-band momentum/velocity = 5.65 m0
k=3.0 /nm: lower-band momentum/velocity = 5.97 m0
lower-band curvature at 0.7 /nm: -4.89 meV nm^2
k where u equals the splitting: 0.581 /nm
k where m_b parabola is 10 % too high: 0.257 /nm
parabolic energy at that k: 2.37 meV
thermal energy kT at 110 K: 9.48 meV
k where m_b parabola reaches it: 0.513 /nm
true lower-band energy there: 6.49 meV
[110] quartet masses: 0.748 and 0.472 m0
[111] quartet masses: 0.579 and 0.579 m0
thermal energy kT at 300 K: 25.85 meV
share of electrons in upper pair, 300 K: 5.0 %
effective density of states, 300 K: 5.80e+19 cm^-3
example electron density (input): 1.0e+18 cm^-3
density / effective density of states: 0.0173
tetragonal field on xy (rough input): 3.0 meV
quartet splitting by that field: 1.93 meV
polar phonon energy (rough input): 100 meV
high-frequency permittivity (rough input): 5.2
static permittivity (rough input): 300
phonon coupling alpha for m_a, m_b: 1.39, 2.27
phonon mass factor for m_a, m_b: 1.30, 1.61
```
